# GGA Pauli Potential at a Nuclear Cusp: the 1/r Term and Positivity, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used. The density $n(\mathbf r)$ is spin-unpolarized and nonrelativistic, and the nucleus is a point charge $Z$ at the origin. The noninteracting kinetic energy is split as $T_s=T_W+T_\theta$, with the von Weizsäcker term $T_W=\int |\nabla n|^2/(8n)\,d^3r$ and the Pauli term $T_\theta$. A generalized gradient approximation (GGA) to the Pauli term is

$$T_\theta=\int\tau(n,g)\,d^3r,\qquad \tau=\tfrac{3}{10}k^2\,n\,F(s),$$

with $g=|\nabla n|$, $k=(3\pi^2n)^{1/3}$ and $s=g/(2kn)$. Since $\tfrac{3}{10}k^2n\cdot\tfrac53 s^2=g^2/(8n)$, the Weizsäcker term has the factor $\tfrac53s^2$, and $F=F_{\rm tot}-\tfrac53s^2$, where $F_{\rm tot}$ is the enhancement factor of the whole of $T_s$. Primes on $F$ mean $d/ds$, primes on functions of position mean $d/dr$, and $F$ is taken twice continuously differentiable where it is needed. The Pauli potential is the unconstrained derivative $v_\theta=\delta T_\theta/\delta n$.

**(a)** Write $v_\theta$ in terms of $n$, its gradient and its Hessian, and express the partial derivatives of $\tau$ through $F$. Does a cusp at the origin add a contact term?

**Solution.** Under $n\to n+\epsilon\eta$ the length of the gradient changes by $\epsilon\,\hat{\mathbf g}\cdot\nabla\eta$, with $\hat{\mathbf g}=\nabla n/g$, so

$$\delta T_\theta=\epsilon\int\left(\tau_n\eta+\mathbf W\cdot\nabla\eta\right)d^3r,\qquad \mathbf W=\tau_g\hat{\mathbf g}.$$

Integrate by parts outside a sphere of radius $\rho$ about the nucleus. At a cusp $n$ and $g$ stay finite, so $\mathbf W$ is bounded, and the surface term is at most a constant times $4\pi\rho^2$, which vanishes as $\rho\to0$. There is no contact term, and

$$v_\theta=\tau_n-\nabla\cdot\mathbf W .$$

Write $\mathbf W=(\tau_g/g)\nabla n$. Then $\nabla\cdot\mathbf W=(\tau_g/g)\nabla^2n+\nabla n\cdot\nabla(\tau_g/g)$, and by the chain rule $\nabla(\tau_g/g)=\partial_n(\tau_g/g)\nabla n+\partial_g(\tau_g/g)\nabla g$. Differentiating $g^2=\nabla n\cdot\nabla n$ gives $\nabla g=\mathsf H\hat{\mathbf g}$, with $\mathsf H_{ij}=\partial_i\partial_jn$, so $\nabla n\cdot\nabla g=g\,\hat{\mathbf g}\mathsf H\hat{\mathbf g}$. With $g\,\partial_g(\tau_g/g)=\tau_{gg}-\tau_g/g$,

$$v_\theta=\tau_n-g\,\tau_{gn}-\frac{\tau_g}{g}\nabla^2n-\Big(\tau_{gg}-\frac{\tau_g}{g}\Big)\hat{\mathbf g}\mathsf H\hat{\mathbf g}.\tag{1}$$

The prefactor $\tfrac3{10}k^2n$ scales as $n^{5/3}$, and at fixed $g$ the variable $s$ scales as $n^{-4/3}$, so $\partial s/\partial n=-4s/(3n)$, while $\partial s/\partial g=1/(2kn)$. Hence

$$\tau_n=\tfrac3{10}k^2\left(\tfrac53F-\tfrac43sF'\right)=k^2\left(\tfrac12F-\tfrac25sF'\right),\qquad \tau_g=\tfrac{3}{20}kF',$$

$$\frac{\tau_g}{g}=\frac{3F'}{40\,ns},\qquad \tau_{gg}=\frac{3F''}{40\,n},$$

where $g=2kns$ was used. For $\tau=g^2/(8n)$ the same route gives $\tau_n=-g^2/(8n^2)$, $\mathbf W=\nabla n/(4n)$ and $\nabla\cdot\mathbf W=\nabla^2n/(4n)-g^2/(4n^2)$, so $v_W=g^2/(8n^2)-\nabla^2n/(4n)$.

**(b)** For a spherical atom, find the slope of $n$ at the nucleus and the leading behaviour of $v_\theta$ as $r\to0$. Which derivatives of $F$ enter it?

**Solution.** The Kohn–Sham potential is taken to be $v_s=-Z/r$ plus a bounded part, as it is for local exchange and correlation. A GGA exchange-correlation potential carries its own $1/r$ term, by the argument that leads to (3) below, and shifts the slope slightly; with PBE, $-n'(0)/(2n(0))$ is about $10.03$ bohr$^{-1}$ for Ne. An $s$ orbital obeys $-\tfrac12(R''+2R'/r)+v_sR=\varepsilon R$, and the $1/r$ terms must cancel, so $R'(0)=-ZR(0)$. Orbitals with $l\ge1$ behave as $r^l$ and add $O(r^2)$ to the density. Therefore $n'(0)=-2Zn_0$ with $n_0=n(0)$, the Kato cusp condition, and

$$s_0\equiv s(0)=\frac{2Zn_0}{2k_0n_0}=\frac{Z}{k_0},\qquad k_0=k(n_0).$$

Near the nucleus $n'<0$, so $\hat{\mathbf g}=-\hat{\mathbf r}$ and $\mathbf W=-\tau_g\hat{\mathbf r}$. The divergence of a radial field $f\hat{\mathbf r}$ is $f'+2f/r$, which gives

$$v_\theta=\tau_n+\frac{2\tau_g}{r}+\frac{d\tau_g}{dr}.\tag{2}$$

Assume that $n(r)$ has a continuous second derivative down to $r=0$. Then $\tau_n$ and $d\tau_g/dr$, which contain $n$, $n'$ and $n''$, are finite, and the middle term diverges:

$$v_\theta=\frac ar+O(1),\qquad a=2\tau_g(0)=\tfrac3{10}k_0F'(s_0)=\frac{3Z}{10}\frac{F'(s_0)}{s_0}.\tag{3}$$

At a spherical cusp $a$ is fixed by $F'(s_0)$, and $F''$ does not enter. Equation (1) shows why: $F''$ enters only through the bounded term $g\,\tau_{gn}$ and as the factor of $\hat{\mathbf g}\mathsf H\hat{\mathbf g}=n''$, which is finite, whereas the divergence sits in $\nabla^2n=n''+2n'/r$, which multiplies $F'/s$. For $F=\tfrac53s^2$, $F'/s=\tfrac{10}3$ and (3) gives $a=Z$; directly, $-\nabla^2n/(4n)\to-2n'/(4nr)=Z/r$, in agreement.

The derivation used the slope and not the charge. For a density with $-n'(0)/(2n_0)=\kappa$, $Z$ is replaced by $\kappa$ in (3). This matters for a self-consistent orbital-free density, whose Euler equation, with a bounded exchange-correlation potential, requires $v_W+v_\theta-Z/r$ to be bounded. If that density has a finite cusp, $\kappa\,[1+3F'(s_0)/(10s_0)]=Z$ with $s_0=\kappa/k_0$, so $a<0$ makes the cusp steeper than the Kato value and $a>0$ makes it flatter. If the density has no cusp, as for a pseudo-density, $\mathsf H$ is bounded, and (1) is bounded at the centre provided $F'/s$ and $F''$ stay finite as $s\to0$.

**(c)** Find the constant term $c_0$ in $v_\theta=a/r+c_0+o(1)$.

**Solution.** Expand $\tau_g(r)=\tau_g(0)+r\,\tau_g'(0)+o(r)$ in (2), where $\tau_g'$ is the total $r$ derivative. The middle term contributes $2\tau_g'(0)$ and the last term $\tau_g'(0)$, so $c_0=\tau_n(0)+3\tau_g'(0)$, with

$$\tau_g'=\tfrac3{20}\left(k'F'+kF''s'\right).$$

From $k\propto n^{1/3}$, $k'=kn'/(3n)\to-\tfrac23Zk_0$. Let $L=n'/n$ and $\Lambda=L'(0)=(\ln n)''(0)$. Then $s=-L/(2k)$ and $s'/s=L'/L-k'/k$, so $s'(0)=s_0\left(\tfrac23Z-\Lambda/2Z\right)$. With $k_0=Z/s_0$,

$$\tau_n(0)=Z^2\Big[\frac{F}{2s_0^2}-\frac25\frac{F'}{s_0}\Big],$$

$$3\tau_g'(0)=\frac9{20}\Big[-\frac23\frac{Z^2F'}{s_0}+ZF''\Big(\frac{2Z}3-\frac{\Lambda}{2Z}\Big)\Big]=Z^2\Big[-\frac3{10}\frac{F'}{s_0}+F''\Big(\frac3{10}-\frac{9\Lambda}{40Z^2}\Big)\Big].$$

The sum is

$$c_0=Z^2\Big[\frac{F}{2s_0^2}-\frac7{10}\frac{F'}{s_0}+F''\Big(\frac3{10}-\frac{9\Lambda}{40Z^2}\Big)\Big],\tag{4}$$

with $F$ and its derivatives at $s_0$. For $F=\tfrac53s^2$ and $n\propto e^{-2Zr}$, where $\Lambda=0$, the bracket is $\tfrac56-\tfrac73+1=-\tfrac12$. Directly, $v_W=\tfrac12Z^2-\tfrac14(4Z^2-4Z/r)=Z/r-\tfrac12Z^2$, in agreement.

Equations (3) and (4) can be tested without the potential. For $\eta=e^{-r/w}$, $\int_0^\infty re^{-r/w}dr=w^2$ and $\int_0^\infty r^2e^{-r/w}dr=2w^3$, so the first variation of the energy is $\delta T_\theta/\epsilon=4\pi w^2(a+2c_0w+\dots)$. Varying $T_\theta$ numerically and extrapolating to $w\to0$ yields $a$ and $c_0$ from the definition; these are the values marked "def" in the numerical output.

**(d)** Estimate $s_0$ for atoms, and find how $a/Z$ changes when $s_0$ moves.

**Solution.** A hydrogenic $1s^2$ shell has $n_0=2Z^3/\pi$, so $k_0=(6\pi)^{1/3}Z$ and the charge cancels:

$$s_*=(6\pi)^{-1/3}=0.375751 .$$

The fully polarized hydrogen atom has the same value, because spin scaling evaluates the functional on $2n=(2/\pi)e^{-2r}$. Two effects move $s_0$ in opposite directions. Outer $s$ shells add density at the nucleus. With the hydrogenic values $R_{m0}(0)^2=4Z^3/m^3$, checked numerically for $m=1,2,3$, a doubly occupied $ms$ orbital adds $2Z^3/(\pi m^3)$. Filling all shells without screening gives $n_0=2Z^3\zeta(3)/\pi$ and $s_0=(6\pi\zeta(3))^{-1/3}=0.353393$. Electron repulsion works the other way in the atoms computed in (f), whose values $0.3964$ (Be), $0.3803$ (Ne) and $0.3722$ (Ar) lie above those of the same shells unscreened, namely $s_*(1+\tfrac18)^{-1/3}=0.3613$ for Be and Ne and $s_*(1+\tfrac18+\tfrac1{27})^{-1/3}=0.3574$ for Ar.

Since $d(F'/s)/ds=F''/s-F'/s^2$, a Taylor expansion of (3) gives, to first order in $s_0-s_*$,

$$\frac aZ\approx\frac3{10}\Big[\frac{F'}{s_*}+\Big(\frac{F''}{s_*}-\frac{F'}{s_*^2}\Big)(s_0-s_*)\Big],\tag{5}$$

with $F'$, $F''$ at $s_*$. When $F'(s_*)$ is close to zero and $F''(s_*)$ is not, the second term decides the sign of this estimate once $|s_0-s_*|$ exceeds about $|F'/F''|$.

**(e)** Show how the Kohn–Sham Pauli potential behaves at the nucleus, and state the condition under which a GGA Pauli potential is non-negative near a spherical cusp.

**Solution.** The Euler equation of the noninteracting system defines $v_\theta^{KS}=\mu-v_s-v_W$, and the constant is set by $\mu=\varepsilon_H$, the highest occupied eigenvalue. By (b), $v_W\to Z/r$ and $v_s\to-Z/r$, so the singular terms cancel and $a^{KS}=0$. For the sign, multiply each Kohn–Sham equation by $f_i\psi_i$ (real orbitals, occupations $f_i$) and sum. With $\tau_s=\tfrac12\sum f_i|\nabla\psi_i|^2$ and $\nabla^2n=2\sum f_i(\psi_i\nabla^2\psi_i+|\nabla\psi_i|^2)$, one has $-\tfrac12\sum f_i\psi_i\nabla^2\psi_i=\tau_s-\tfrac14\nabla^2n$, and therefore

$$v_s=\frac1n\Big[\sum_if_i\varepsilon_i\psi_i^2-\tau_s+\tfrac14\nabla^2n\Big].$$

Inserting this and $v_W$ from (a), the Laplacians cancel:

$$v_\theta^{KS}=\frac{\tau_s-g^2/(8n)}{n}+\frac1n\sum_if_i(\varepsilon_H-\varepsilon_i)\psi_i^2 .\tag{6}$$

The second term is non-negative because $\varepsilon_i\le\varepsilon_H$. For the first, the Cauchy–Schwarz inequality applied to $\nabla n=2\sum f_i\psi_i\nabla\psi_i$ gives $g^2\le4\,n\,(2\tau_s)$, that is $\tau_s\ge g^2/(8n)$. So $v_\theta^{KS}\ge0$, and it is finite at the nucleus.

For the GGA, $a/r$ outweighs $c_0$ at small enough $r$, which leaves three cases. If $a<0$, $v_\theta\to-\infty$; no shift of the additive constant removes this. The leading estimate of the radius of the negative region is $-a/c_0$ when $c_0>0$, valid if the $o(1)$ remainder of (c) is small beside $c_0$ at that radius. If $a>0$, $v_\theta$ is positive in a neighbourhood of the nucleus but diverges where (6) does not. If $a=0$, the sign is that of $c_0$. The necessary condition is therefore

$$F'(s_0)\ge0,\qquad\text{equivalently}\qquad F_{\rm tot}'(s_0)\ge\tfrac{10}3s_0,\tag{7}$$

a threshold of $1.2525$ at $s_*$. Strict inequality is sufficient locally. In the marginal case (4) with $F'=0$ requires

$$\frac{F(s_0)}{2s_0^2}+F''(s_0)\Big(\frac3{10}-\frac{9\Lambda}{40Z^2}\Big)\ge0,\tag{8}$$

again sufficient if strict. These conditions say nothing about $v_\theta$ away from the nucleus. If $a=0$ is demanded for a family of cusps whose $s_0$ fill an interval, $F$ must be constant on that interval.

**(f)** Evaluate $a$ and $c_0$ on the exchange-only LDA densities of Be, Ne and Ar for five functionals: TFvW, $F=1$; GE2, $F_{\rm tot}=1+\tfrac5{27}s^2$; APBEK, $F_{\rm tot}=1+\kappa_A-\kappa_A/(1+\mu_As^2/\kappa_A)$; LKT, $F=1/\cosh(\alpha_Ls)$; and VT84F,

$$F=1-\frac{\mu s^2e^{-\alpha s^2}}{1+\mu s^2}+\left(1-e^{-\alpha s^4}\right)\left(s^{-2}-1\right),\qquad\mu=2.778 .$$

APBEK and LKT are taken with their published positive constants.

For a spherical cusp, this part has derived the $1/r$ coefficient $a$, which depends on $F'(s_0)$ and not on $F''$, the constant term $c_0$, and the conditions for a non-negative Pauli potential near the nucleus. It remains to evaluate $a$ and $c_0$ for the five functionals on Be, Ne and Ar, and to treat the non-spherical cusp at a nucleus in a molecule, with a two-electron model as the example.
